Remaining oxide step between regions of 30 and 70 percent density

**Problem**

An oxide film covers metal lines 800 nm high on a flat substrate. Its surface has two levels: low areas at height T = 2000 nm above the substrate, and raised areas over the lines, higher by h0 = 800 nm. Two wide adjacent regions differ in the fraction ρ of their area that is raised: ρ1 = 0.30 in the sparse region and ρ2 = 0.70 in the dense one. A flat oxide film polished under the same nominal pressure P loses K = 200 nm/min.

The following is assumed.

- The removal rate is proportional to the local pressure (Preston's law), with the same constant everywhere.
- Each region carries the mean pressure P. This requires regions much wider than the planarisation length, the lateral distance over which the pad shares load between high and low ground. Heights are read far from the boundary.
- Within a region the pad is rigid: it touches the low areas only when the local step has gone.
- The raised fraction stays constant while a local step exists, and only oxide is exposed.

(a) When does the local step vanish in each region? (b) What does the surface look like at 2.0 min? (c) What oxide step remains between the regions at 3.5 min, and how much oxide is left above the lines? (d) Does one more minute of polishing reduce that step?

**A tempting solution, which is wrong**

The raised areas carry the whole load, so they recede faster than a flat film, at the rate K/ρ. The times needed to remove 800 nm are

t1 = 800 / 666.7 = 1.20 min (sparse)

t2 = 800 / 285.7 = 2.80 min (dense)

The low areas are not touched while a step exists. They began at 2000 nm in both regions, so each region becomes flat at 2000 nm. After the later time, 2.80 min, both regions are flat at the same height, and the remaining step is zero.

**Where it fails**

The two times are right, and so is the statement that each region is at 2000 nm when it becomes flat. The error is to compare two heights that belong to different moments. The sparse region is at 2000 nm at 1.20 min, but it stays under the pad. From then on it is a flat film and loses 200 nm/min, while the low areas of the dense region are still protected by their raised neighbours. When the dense region arrives at 2000 nm, the sparse region has been losing height for another 1.60 min:

200 nm/min × 1.60 min = 320 nm

The word "step" hides two quantities. The local step, between raised and low areas inside one region, vanishes. The step between the regions does not.

**Solution**

*Removal rates and vanishing times.* Let p be the pressure on the raised areas. They occupy the fraction ρ of the region and carry all of its load, so

ρ p = P, which gives p = P/ρ.

By Preston's law the rate scales with pressure. Since pressure P gives the rate K, pressure P/ρ gives K/ρ. The low areas carry no pressure and do not recede. The local step h therefore obeys

dh/dt = −K/ρ

h(t) = h0 − K t/ρ

Setting h = 0 gives the vanishing time

t_c = ρ h0 / K

For the two regions:

t1 = 0.30 × 800 / 200 = 1.20 min = 72 s

t2 = 0.70 × 800 / 200 = 2.80 min = 168 s

The sparse region flattens first because the same load is concentrated on less area. This answers (a).

*Heights.* Before t_c the top of a region is the raised surface, which started at T + h0:

z_top = T + h0 − K t/ρ  (t ≤ t_c)

At t_c this equals T, the height of the untouched low surface. Afterwards the region is a flat film receding at K:

z_top = T − K (t − t_c) = T − K t + ρ h0  (t ≥ t_c)

The last form uses K t_c = ρ h0. The density thus survives in the height of the flattened surface: a denser region flattens later and has less time to recede as a flat film.

*State at 2.0 min.* This time lies between t1 and t2. The sparse region is flat, at

2000 + 0.30 × 800 − 200 × 2.0 = 1840 nm

The dense region still has a local step of

800 − 200 × 2.0 / 0.70 = 228.6 nm

Its low areas are at 2000 nm and its raised areas at 2228.6 nm. Measured from the sparse surface, the dense region is therefore 160 nm higher at its low areas and 388.6 nm higher at its tops. This answers (b), and it shows that at this time the step measured between the tops differs from the step measured between the low areas, so a quoted step must say which surfaces it compares.

*Step after both regions are flat.* For t ≥ t2 the second height formula holds in both regions. Subtracting sparse from dense,

Δ = (T − K t + ρ2 h0) − (T − K t + ρ1 h0) = (ρ2 − ρ1) h0

T and K t cancel, leaving

Δ = (0.70 − 0.30) × 800 = 320 nm = 0.320 µm

with the dense region higher. At 3.5 min the surfaces are at 1540 nm and 1860 nm. Subtracting the 800 nm line height leaves 740 nm of oxide above the sparse lines and 1060 nm above the dense ones. This answers (c).

*One more minute.* At 4.5 min the heights are 1340 nm and 1660 nm. The step is still 320 nm, while the oxide above the lines has thinned to 540 nm and 860 nm. Within this model, overpolishing costs oxide and gains no flatness. As long as both regions carry the same mean pressure and the rate is proportional to pressure, a smaller step requires a smaller initial step h0 or a smaller difference in raised fraction. This answers (d).

**How the difference between the tops evolves**

The difference between the tops does not approach 320 nm steadily. While both regions have local steps, subtracting the first height formulas gives

D = K t (1/ρ1 − 1/ρ2)  (t ≤ t1)

This grows, because the sparse tops recede faster. Between t1 and t2 the dense region still follows the first formula and the sparse region the second:

D = (T + h0 − K t/ρ2) − (T + ρ1 h0 − K t)

D = (1 − ρ1) h0 − K t (1/ρ2 − 1)  (t1 ≤ t ≤ t2)

This falls, because the dense tops now recede at K/ρ2, which exceeds K. The maximum is therefore at t1. Inserting K t1 = ρ1 h0 into the first expression,

D_max = ρ1 h0 (1/ρ1 − 1/ρ2) = h0 (1 − ρ1/ρ2) = 457.1 nm

The moment at which the sparse region has just become flat is thus the moment at which the tops differ most. From there D falls to 320 nm at t2 and stays there.

**A check by volume**

The mean height of a region is its low height plus ρ times its local step. Before t_c,

m = T + ρ (h0 − K t/ρ) = T + ρ h0 − K t

After t_c the region is flat, and its height is given by the same expression. The mean height therefore falls at the rate K throughout.

The reason is more general than the rigid pad. By Preston's law, the removal rate averaged over a region is K times its mean pressure divided by P, however the pressure is distributed inside the region. Two regions with equal mean pressure lose equal volume per unit area, so the initial difference of their mean heights, (ρ2 − ρ1) h0, is preserved. Polishing turns a difference that was spread over raised and low areas into a visible difference of level. The argument needs the rate to be strictly proportional to pressure. If instead the rate went as (p/P)^n, a rigid pad would give t_c = ρ^n h0/K and a final step (ρ2^n − ρ1^n) h0, about 270 nm for n = 2/3.

Two limits confirm the formula. For ρ1 = ρ2 the step is zero, as symmetry requires. For ρ1 = 0 and ρ2 = 1 both regions are flat from the start and differ by h0. They recede together, and the full h0 remains. (For ρ2 just below 1 the local step does not vanish early: it lasts until t_c ≈ h0/K, but its low areas cover almost no area.)

**If the pad is not rigid within a region**

Suppose that uniform pressure P compresses the pad by δ, and that local pressure is proportional to local compression c. The local removal rate is then K c/δ. While the raised areas alone are in contact, load balance requires ρ c = δ, so c = δ/ρ. The pad reaches the low areas when the local step has fallen to this compression:

h = δ/ρ, at t = t_c − δ/K

The time follows from h0 − K t/ρ = δ/ρ, and the argument requires h0 > δ/ρ. After contact, the compressions of raised and low areas differ by h, so their rates differ by K h/δ:

dh/dt = −K h/δ

h(t) = (δ/ρ) exp[−(t − t_c + δ/K) K/δ]

The local step now decays exponentially instead of reaching zero at a definite time. At the rigid-pad time t_c the exponent is −1, and a step δ/(eρ) is left. For δ = 20 nm this is 24.5 nm in the sparse region and 10.5 nm in the dense one. The decay time δ/K is 0.10 min, so by 3.5 min the tail has died out even in the dense region, and the step between the regions is again 320 nm, as the volume argument demands. The value δ = 20 nm is only an illustration. For δ = 100 nm the same formula leaves a local step of 13 nm in the dense region at 3.5 min, and at that time only the difference of mean heights equals 320 nm.

The numerical output below includes a simulation that uses only load balance, Preston's law and the assumption made above that local pressure is proportional to local compression. With δ = 1 nm the local steps fall below 0.1 nm at 1.213 min and 2.808 min. The small delays relative to 1.20 and 2.80 min are the exponential tail: solving h(t) = 0.1 nm with δ/K = 0.005 min gives the same two times.

**If the regions do not carry equal mean pressure**

Let the mean pressures be P1 in the sparse region and P2 in the dense one. The difference of mean heights then changes at the rate

dΔ/dt = −K (P2 − P1)/P

The step persists when P1 = P2 and shrinks when the higher, dense region carries more load. An example is one flat pad plane spanning both regions. Once such a pad touches the whole surface, the argument used above for raised and low areas applies to any two points: their height difference decays with the time constant δ/K. For two regions of equal area and δ = 20 nm, the simulated step between them at 3.5 min is zero to the five decimals printed.

The 320 nm therefore belongs to regions wide enough for the pad to follow each of them with its full mean pressure. For narrower regions, or close to the boundary, load is shared between the two sides. The height there depends on how the pad bends, which this model does not describe.

Numbers as computed

```
INPUTS
initial local step h0: 800 nm
initial height of low surface T: 2000 nm
height of buried lines: 800 nm
flat-film removal rate K: 200 nm/min
raised-area densities: 0.30 and 0.70
RATES AND VANISHING TIMES
density 0.30: initial rate of raised areas 666.7 nm/min
density 0.30: local step vanishes at 1.20 min = 72 s
density 0.30: simulated time to step < 0.1 nm, pad compression 1 nm: 1.213 min
density 0.70: initial rate of raised areas 285.7 nm/min
density 0.70: local step vanishes at 2.80 min = 168 s
density 0.70: simulated time to step < 0.1 nm, pad compression 1 nm: 2.808 min
time between the two events: 1.60 min
STATE AT CHOSEN TIMES (rigid pad)
t = 1.20 min: local steps 0.0 (sparse), 457.1 (dense) nm
   top heights 2000.0 (sparse), 2457.1 (dense) nm
   dense minus sparse: tops 457.1 nm, low surfaces 0.0 nm
t = 2.00 min: local steps 0.0 (sparse), 228.6 (dense) nm
   top heights 1840.0 (sparse), 2228.6 (dense) nm
   dense minus sparse: tops 388.6 nm, low surfaces 160.0 nm
t = 2.80 min: local steps 0.0 (sparse), 0.0 (dense) nm
   top heights 1680.0 (sparse), 2000.0 (dense) nm
   dense minus sparse: tops 320.0 nm, low surfaces 320.0 nm
t = 3.50 min: local steps 0.0 (sparse), 0.0 (dense) nm
   top heights 1540.0 (sparse), 1860.0 (dense) nm
   dense minus sparse: tops 320.0 nm, low surfaces 320.0 nm
t = 4.50 min: local steps 0.0 (sparse), 0.0 (dense) nm
   top heights 1340.0 (sparse), 1660.0 (dense) nm
   dense minus sparse: tops 320.0 nm, low surfaces 320.0 nm
MAIN RESULT
peak difference of tops: 457.1 nm
remaining step between regions: 320.0 nm = 0.320 micrometre
oxide above lines at 3.5 min: 740.0 (sparse), 1060.0 (dense) nm
oxide above lines at 4.5 min: 540.0 (sparse), 860.0 (dense) nm
LIMITS OF THE ASSUMPTIONS (simulation)
pad compression delta: 20 nm; delta/K: 0.10 min
density 0.30: low areas touched at step 66.7 nm, time 1.10 min
   local step left at rigid-pad vanishing time: 24.53 nm
density 0.70: low areas touched at step 28.6 nm, time 2.70 min
   local step left at rigid-pad vanishing time: 10.51 nm
step between regions at 3.5 min, equal mean pressures: 320.00 nm
step between regions at 3.5 min, one shared pad plane: 0.00000 nm
```
